# A precursor flux without a precursor gradient in a ternary gas film: a program that tests the result

```python
"""
Ternary Maxwell-Stefan diffusion: cadmium vapour (1), hydrogen (2), argon (3).

Result under test: in a steady isobaric, isothermal film with zero total flux
and equal precursor fractions at both ends, there is a plane where the
precursor mole-fraction gradient vanishes but its diffusive flux does not,
provided D12 differs from D13.

Symbols: x = mole fractions, D = matrix of binary diffusivities (cm^2/s),
n = total number density, L = film length, zeta = z/L,
phi = (particle flux) * L / n in cm^2/s, positive from left to right.
The diagonal of D is never felt, because its terms cancel.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve

# ---------------------------------------------------------------- inputs
temperature = 800.0                       # K
pressure_torr = 100.0
length_cm = 1.0
radius_cm = 0.1
mass_u = np.array([112.41, 2.016, 39.95])
diameter = np.array([3.0, 2.5, 3.3])      # angstrom, rough hard-sphere values
x_left = np.array([0.10, 0.80, 0.10])
x_right = np.array([0.10, 0.10, 0.80])
boiling_K, vaporization_eV = 1040.0, 1.0  # rough values for cadmium
thermal_factor, delta_T = 0.5, 10.0       # rough factor, assumed unevenness in K

kT = const.k * temperature
n_si = pressure_torr * const.torr / kT
n_cm = n_si * 1e-6
mass = mass_u * const.atomic_mass
PAIRS = [(0, 1), (0, 2), (1, 2)]


def diffusivity_matrix(d12, d13, d23):
    return np.array([[1.0, d12, d13], [d12, 1.0, d23], [d13, d23, 1.0]])


def hard_sphere_D(i, j):
    """First kinetic approximation, in cm^2/s."""
    mu = mass[i] * mass[j] / (mass[i] + mass[j])
    sigma = 0.5 * (diameter[i] + diameter[j]) * 1e-10
    return 1e4 * 3 / (8 * n_si * sigma**2) * np.sqrt(kT / (2 * np.pi * mu))


def friction_D(i, j):
    """Same quantity from the momentum exchanged by two drifting Maxwellians."""
    mu = mass[i] * mass[j] / (mass[i] + mass[j])
    sigma = 0.5 * (diameter[i] + diameter[j]) * 1e-10

    def loss(b):                          # 1 - cos(deflection angle)
        return 1 - np.cos(np.pi - 2 * np.arcsin(b))
    section = sigma**2 * quad(lambda b: 2 * np.pi * b * loss(b), 0, 1)[0]
    drift = 1e-3                          # in units of the thermal speed
    s, ws = np.polynomial.legendre.leggauss(160)
    s, ws = 4 * (s + 1), 4 * ws
    c, wc = np.polynomial.legendre.leggauss(20)
    S, C = np.meshgrid(s, c, indexing="ij")
    f = np.pi**-1.5 * np.exp(-(S**2 - 2 * S * C * drift + drift**2))
    transfer = ws @ (2 * np.pi * f * S**4 * C) @ wc
    speed = np.sqrt(2 * kT / mu)
    return 1e4 * kT * drift / (n_si * mu * section * speed * transfer)


def gradient(x, phi, D):
    """Maxwell-Stefan equations as defined, all three species."""
    return ((np.outer(x, phi) - np.outer(phi, x)) / D).sum(axis=1)


def local_flux(x, g, D):
    """Fluxes from gradients by direct linear solution, with zero total."""
    A = x[:, None] / D
    for i in range(3):
        A[i, i] = -sum(x[j] / D[i, j] for j in range(3) if j != i)
    A[2] = 1.0
    return np.linalg.solve(A, np.array([g[0], g[1], 0.0]))


def fick_matrix(x, D):
    """Derived closed form of the two-by-two Fick matrix."""
    d12, d13, d23 = D[0, 1], D[0, 2], D[1, 2]
    S = x[0] * d23 + x[1] * d13 + x[2] * d12
    return np.array([
        [d13 * (x[0] * d23 + (1 - x[0]) * d12), x[0] * d23 * (d13 - d12)],
        [x[1] * d13 * (d23 - d12), d23 * (x[1] * d13 + (1 - x[1]) * d12)]]) / S


def full(p):
    return np.array([p[0], p[1], -p[0] - p[1]])


def start_guess(D):
    return local_flux(0.5 * (x_left + x_right), x_right - x_left, D)[:2]


def shoot(D):
    """Numerical solution of the original equations."""
    def run(p, dense=False):
        return solve_ivp(lambda t, x: gradient(x, full(p), D), (0, 1), x_left,
                         method="DOP853", rtol=1e-10, atol=1e-12,
                         dense_output=dense)

    def miss(p):
        return (run(p).y[:, -1] - x_right)[:2]
    p = fsolve(miss, start_guess(D), xtol=1e-11, epsfcn=1e-10)
    assert np.max(np.abs(miss(p))) < 1e-8
    return full(p), run(p, True).sol


def film_constants(phi, D):
    a = 1 / D[0, 1] - 1 / D[0, 2]
    b = 1 / D[0, 1] - 1 / D[1, 2]
    lam = a * phi[1] + b * phi[0]
    beta = phi[0] * phi[1] * (1 / D[1, 2] - 1 / D[0, 2])
    w0 = x_left[0] * phi[1] - x_left[1] * phi[0]
    return a, b, lam, beta, w0


def closed_profile(zeta, phi, D):
    a, b, lam, beta, w0 = film_constants(phi, D)
    E = np.expm1(lam * zeta) / lam
    W = w0 * E + beta * (E - zeta) / lam
    x1 = x_left[0] + a * W - phi[0] * zeta / D[0, 2]
    x2 = x_left[1] - b * W - phi[1] * zeta / D[1, 2]
    return np.array([x1, x2, 1 - x1 - x2])


def closed_flux(D):
    def miss(p):
        return (closed_profile(1.0, full(p), D) - x_right)[:2]
    p = fsolve(miss, start_guess(D), xtol=1e-12)
    assert np.max(np.abs(miss(p))) < 1e-9
    return full(p)


def mass_frame_flux(x, phi):
    return phi[0] - x[0] * (mass_u @ phi) / (mass_u @ x)


# ------------------------------------------- diffusivities and local algebra
d_values = [hard_sphere_D(i, j) for i, j in PAIRS]
for (i, j), value in zip(PAIRS, d_values):
    assert np.isclose(value, friction_D(i, j), rtol=1e-5)
D = diffusivity_matrix(*d_values)
d12, d13, d23 = d_values

rng = np.random.default_rng(4)
for _ in range(30):
    x = rng.dirichlet([2, 2, 2])
    trial = diffusivity_matrix(*rng.uniform(1, 40, 3))
    g = rng.normal(size=2)
    direct = local_flux(x, g, trial)
    assert np.allclose(direct[:2], -fick_matrix(x, trial) @ g, rtol=1e-8,
                       atol=1e-9)
    J = local_flux(x, np.array([0.0, g[1]]), trial)
    ratio = x[0] * (trial[0, 2] - trial[0, 1]) / (
        x[1] * trial[0, 2] + (1 - x[1]) * trial[0, 1])
    assert np.isclose(J[0] / J[1], ratio, rtol=1e-8, atol=1e-10)
    # special diffusivity ratio that removes the flux in the mass frame only
    special = diffusivity_matrix(d12, d12 * mass_u[1] / mass_u[2], d23)
    J = local_flux(x, np.array([0.0, g[1]]), special)
    assert abs(mass_frame_flux(x, J)) < 1e-9 * np.max(np.abs(J))
    assert abs(J[0]) > 1e-6 * np.max(np.abs(J))

# ------------------------------------------------------ film: two solutions
phi, profile = shoot(D)
phi_closed = closed_flux(D)
assert np.allclose(phi, phi_closed, rtol=1e-6)
grid = np.linspace(0, 1, 201)
x_grid = profile(grid)
assert np.max(np.abs(x_grid - closed_profile(grid, phi_closed, D))) < 1e-7
assert np.min(x_grid) > 0

slopes = np.array([gradient(profile(t), phi, D)[0] for t in grid])
assert np.count_nonzero(np.diff(np.sign(slopes))) == 1
zeta_num = brentq(lambda t: gradient(profile(t), phi, D)[0], 0, 1)
a, b, lam, beta, w0 = film_constants(phi_closed, D)
zeta_star = np.log((phi_closed[0] / (a * d13) + beta / lam)
                   / (w0 + beta / lam)) / lam
assert abs(zeta_star - zeta_num) < 1e-6
x_star = profile(zeta_num)
g_star = gradient(x_star, phi, D)
assert abs(g_star[0]) < 1e-8 and abs(phi[0]) > 0.1
F_star = fick_matrix(x_star, D)
assert np.isclose(phi[0], -F_star[0, 1] * g_star[1], rtol=1e-6)

# direction of the fluxes, and transport up the precursor's own gradient
assert phi[1] > 0 and phi[2] < 0 and phi[0] < 0
uphill = slopes * phi[0] > 0
assert np.all(uphill[grid < zeta_num - 1e-3])
assert not np.any(uphill[grid > zeta_num + 1e-3])

# velocities and the two reference frames at the zero-gradient plane
velocity = phi / x_star / length_cm
weights = x_star[1:] / D[0, 1:]
partner_mean = weights @ velocity[1:] / weights.sum()
assert np.isclose(velocity[0], partner_mean, rtol=1e-6)
phi_mass = mass_frame_flux(x_star, phi)
assert mass_u[1] / mass_u[2] < d13 / d12 < 1 and phi_mass > 0

# dissipation identity that fixes the direction
nodes, wts = np.polynomial.legendre.leggauss(60)
dissipation = 0.0
for t, wt in zip(0.5 * (nodes + 1), 0.5 * wts):
    x = profile(t)
    dissipation += wt * sum(x[i] * x[j] * (phi[i] / x[i] - phi[j] / x[j])**2
                            / D[i, j] for i, j in PAIRS)
assert np.isclose(phi @ np.log(x_right / x_left), -dissipation, rtol=1e-6)

# controls: equal partners remove the effect, exchanged partners reverse it
phi_equal, profile_equal = shoot(diffusivity_matrix(d12, d12, d23))
assert abs(phi_equal[0]) < 1e-6
assert np.max(np.abs(profile_equal(grid)[0] - x_left[0])) < 1e-7
phi_swapped, _ = shoot(diffusivity_matrix(d13, d12, d23))
assert phi_swapped[0] > 0.1

# -------------------------------------------------------- neglected effects
# Lorentz-gas limit: full hard-sphere diffusivity over first approximation
mean_speed = quad(lambda v: 4 / np.sqrt(np.pi) * v**3 * np.exp(-v * v), 0, 9)[0]
lorentz = (mean_speed / 3) / (0.5 / (4 / 3 * mean_speed))
assert np.isclose(lorentz, 32 / (9 * np.pi), rtol=1e-8)


def flux_range(low, high):
    values = [closed_flux(diffusivity_matrix(*(np.array(d_values) * f)))[0]
              for f in itertools.product((low, high), repeat=3)]
    return min(values), max(values)


range_kinetic = flux_range(1.0, lorentz)
range_diameter = flux_range(0.8, 1.2)
assert range_kinetic[1] < 0 and range_diameter[1] < 0

p_sat = const.atm / const.torr * np.exp(
    -vaporization_eV * const.e / const.k * (1 / temperature - 1 / boiling_K))
p_cd_max = pressure_torr * np.max(x_grid[0])
assert p_cd_max < p_sat
root_m = np.sqrt(mass_u)
slip = np.max(np.abs((root_m @ phi) / (root_m @ x_grid))) / length_cm
dispersion = (slip * radius_cm / d13)**2 / 48
viscosity = 5 / (16 * (diameter[2] * 1e-10)**2) * np.sqrt(mass[2] * kT / np.pi)
dp_torr = (8 * viscosity * length_cm * 1e-2 * slip * 1e-2
           / (radius_cm * 1e-2)**2 / const.torr)
knudsen = 1 / (np.sqrt(2) * np.pi * n_cm * (diameter[1] * 1e-8)**2) / radius_cm
density = n_si * (mass @ x_grid)
rayleigh = (const.g * np.ptp(density) * (radius_cm * 1e-2)**3
            / (viscosity * d13 * 1e-4))
thermal_shift = thermal_factor * x_left[0] * (1 - x_left[0]) * delta_T / temperature
virial = 2 * np.pi / 3 * n_si * (diameter[2] * 1e-10)**3
wavelength = const.h / np.sqrt(2 * np.pi * mass[1] * kT) * 1e10
settling = length_cm**2 / (np.pi**2 * min(d_values))

# ------------------------------------------------------------------- output
to_flux = n_cm / length_cm
print(f"temperature {temperature:.0f} K, pressure {pressure_torr:.0f} Torr")
print(f"thermal energy kT = {kT / const.e:.4f} eV")
print(f"film length {length_cm:.1f} cm, capillary radius {radius_cm:.1f} cm")
print("masses Cd, H2, Ar (u):", mass_u)
print("rough collision diameters Cd, H2, Ar (angstrom):", diameter)
print("left mole fractions Cd, H2, Ar:", x_left)
print("right mole fractions Cd, H2, Ar:", x_right)
print(f"total number density n = {n_cm:.4e} cm^-3")
print(f"D12 (Cd-H2) = {d12:.3f} cm^2/s")
print(f"D13 (Cd-Ar) = {d13:.3f} cm^2/s")
print(f"D23 (H2-Ar) = {d23:.3f} cm^2/s")
print("phi = N L/n for Cd, H2, Ar (cm^2/s):", np.round(phi, 4))
print(f"film constants a = {a:.5f}, b = {b:.5f} s/cm^2")
print(f"lambda = {lam:.4f} (no unit), beta = {beta:.4f} cm^2/s")
print(f"w(0) = {w0:.4f} cm^2/s")
print("profile: z/L, x_Cd, x_H2, x_Ar")
for t in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"  {t:.2f}  " + "  ".join(f"{v:.5f}" for v in profile(t)))
print(f"zero-gradient plane: z/L = {zeta_star:.5f}")
print("mole fractions there Cd, H2, Ar:", np.round(x_star, 5))
print(f"dx_H2/dz there = {g_star[1] / length_cm:.4f} cm^-1")
print(f"Fick F11, F12 there = {F_star[0, 0]:.3f}, {F_star[0, 1]:.3f} cm^2/s")
print(f"Fick F21, F22 there = {F_star[1, 0]:.3f}, {F_star[1, 1]:.3f} cm^2/s")
print(f"flux ratio N_Cd/N_H2 = {phi[0] / phi[1]:.5f}")
print("fluxes Cd, H2, Ar (cm^-2 s^-1):",
      ", ".join(f"{v:.4e}" for v in phi * to_flux))
print(f"Cd flux = {phi[0] * to_flux * 1e-16:.2f} atoms/(angstrom^2 s)")
print("velocities there Cd, H2, Ar (cm/s):", np.round(velocity, 3))
print(f"friction-weighted partner velocity = {partner_mean:.3f} cm/s")
print(f"Cd flux in mass frame there = {phi_mass * to_flux:.4e} cm^-2 s^-1")
print(f"D13/D12 = {d13 / d12:.4f}, m2/m3 = {mass_u[1] / mass_u[2]:.4f}")
print(f"dissipation integral = {dissipation:.4f} cm^2/s")
print(f"control D13 = D12: |phi_Cd| below 1e-6 cm^2/s: {abs(phi_equal[0]) < 1e-6}")
print(f"control D12, D13 exchanged: phi_Cd = {phi_swapped[0]:.4f} cm^2/s")
print(f"largest Cd pressure {p_cd_max:.1f} Torr, rough saturation {p_sat:.0f} Torr")
print(f"Lorentz-limit kinetic correction factor = {lorentz:.4f}")
print("phi_Cd range, D raised by up to that factor (cm^2/s): "
      f"{range_kinetic[0]:.3f} to {range_kinetic[1]:.3f}")
print("phi_Cd range, each D changed by 20 percent (cm^2/s): "
      f"{range_diameter[0]:.3f} to {range_diameter[1]:.3f}")
print(f"wall slip speed estimate = {slip:.1f} cm/s")
print(f"relative dispersion from slip and return flow = {dispersion:.1e}")
print(f"pressure drop of return flow = {dp_torr:.1e} Torr")
print(f"Knudsen number on radius = {knudsen:.1e}")
print(f"Rayleigh number on radius = {rayleigh:.1e}")
print(f"thermal-diffusion shift of x_Cd for {delta_T:.0f} K = {thermal_shift:.1e}")
print(f"dip of x_Cd below its end value = {x_left[0] - x_star[0]:.5f}")
print(f"non-ideality n*B for argon spheres = {virial:.1e}")
print(f"thermal wavelength of H2 = {wavelength:.2f} angstrom")
print(f"settling time estimate = {settling:.3f} s")
print("every check passed")
```

Printed output:

```
temperature 800 K, pressure 100 Torr
thermal energy kT = 0.0689 eV
film length 1.0 cm, capillary radius 0.1 cm
masses Cd, H2, Ar (u): [112.41    2.016  39.95 ]
rough collision diameters Cd, H2, Ar (angstrom): [3.  2.5 3.3]
left mole fractions Cd, H2, Ar: [0.1 0.8 0.1]
right mole fractions Cd, H2, Ar: [0.1 0.1 0.8]
total number density n = 1.2071e+18 cm^-3
D12 (Cd-H2) = 30.035 cm^2/s
D13 (Cd-Ar) = 5.934 cm^2/s
D23 (H2-Ar) = 27.436 cm^2/s
phi = N L/n for Cd, H2, Ar (cm^2/s): [ -2.0802  19.4296 -17.3494]
film constants a = -0.13523, b = -0.00315 s/cm^2
lambda = -2.6210 (no unit), beta = 5.3383 cm^2/s
w(0) = 3.6071 cm^2/s
profile: z/L, x_Cd, x_H2, x_Ar
  0.00  0.10000  0.80000  0.10000
  0.25  0.07984  0.62547  0.29469
  0.50  0.07839  0.45050  0.47110
  0.75  0.08667  0.27531  0.63802
  1.00  0.10000  0.10000  0.80000
zero-gradient plane: z/L = 0.39644
mole fractions there Cd, H2, Ar: [0.07743 0.52302 0.39956]
dx_H2/dz there = -0.7000 cm^-1
Fick F11, F12 there = 10.275, -2.972 cm^2/s
Fick F21, F22 there = -0.468, 27.757 cm^2/s
flux ratio N_Cd/N_H2 = -0.10706
fluxes Cd, H2, Ar (cm^-2 s^-1): -2.5109e+18, 2.3453e+19, -2.0942e+19
Cd flux = -251.09 atoms/(angstrom^2 s)
velocities there Cd, H2, Ar (cm/s): [-26.867  37.149 -43.422]
friction-weighted partner velocity = -26.867 cm/s
Cd flux in mass frame there = 7.1495e+17 cm^-2 s^-1
D13/D12 = 0.1976, m2/m3 = 0.0505
dissipation integral = 76.4797 cm^2/s
control D13 = D12: |phi_Cd| below 1e-6 cm^2/s: True
control D12, D13 exchanged: phi_Cd = 2.0802 cm^2/s
largest Cd pressure 10.0 Torr, rough saturation 27 Torr
Lorentz-limit kinetic correction factor = 1.1318
phi_Cd range, D raised by up to that factor (cm^2/s): -2.398 to -2.026
phi_Cd range, each D changed by 20 percent (cm^2/s): -2.597 to -1.471
wall slip speed estimate = 36.8 cm/s
relative dispersion from slip and return flow = 8.0e-03
pressure drop of return flow = 9.7e-03 Torr
Knudsen number on radius = 3.0e-03
Rayleigh number on radius = 2.0e-02
thermal-diffusion shift of x_Cd for 10 K = 5.6e-04
dip of x_Cd below its end value = 0.02257
non-ideality n*B for argon spheres = 9.1e-05
thermal wavelength of H2 = 0.43 angstrom
settling time estimate = 0.017 s
every check passed
```
